\section*{Does a conductance peak over frequency prove that interface traps exist?}

\section*{Question}

I measure the small-signal admittance of a metal/SiO$_2$/p-type silicon capacitor in depletion, at fixed gate bias, and sweep the frequency. The conductance data show a clean peak. My reasoning is that a perfect capacitor dissipates nothing, so the loss must come from carriers being captured and emitted at the interface, and the peak marks the frequency that matches the trap time. Is the peak then proof of interface traps, and may I convert its height into a trap density? There is some resistance in my leads, but I assumed that it would only add a smooth background.

\section*{Answer}

No. The loss shows that something dissipates, and a resistor in series with a trap-free capacitor does so too, with a peak of its own. It looks like a smooth background only if the sweep stays well away from that peak. First, though, one must say which quantity peaks.

\subsection*{A resistor and a capacitor}

Use the time factor $e^{+j\omega t}$ and write the measured admittance as $Y=G+j\omega C_m$. Let a lossless capacitance $C$ be in series with a lumped resistance $R$, and let $x=\omega RC$. Then
\begin{equation}
Y=\frac{1}{R+1/(j\omega C)}=\frac{j\omega C}{1+jx}
=\frac{j\omega C(1-jx)}{1+x^2}=\frac{\omega Cx+j\omega C}{1+x^2}.
\end{equation}
Separating real and imaginary parts gives
\begin{equation}
G=\frac1R\,\frac{x^2}{1+x^2},\qquad
\frac{G}{\omega}=C\,\frac{x}{1+x^2},\qquad
C_m=\frac{C}{1+x^2}.
\label{eq:rc}
\end{equation}
The conductance $G$ has no peak: it rises steadily to $1/R$. The peak is in $G/\omega$, which measures the energy lost per cycle at fixed voltage amplitude. Since $d[x/(1+x^2)]/dx=(1-x^2)/(1+x^2)^2$, the maximum is at $\omega RC=1$ and its height is $C/2$. At low frequency the current is too small to heat the resistor much; at high frequency the current saturates while each cycle gets shorter.

\subsection*{A trap}

Take $N_t$ traps per area at one energy, exchanging holes with the valence band. Let $h$ be their hole occupancy, $c$ the capture coefficient, $e$ the emission rate and $p_s$ the surface hole density. The surface potential $\psi$ is positive in depletion, so $p_s\propto e^{-q\psi/kT}$. The rate equation is
\begin{equation}
\frac{dh}{dt}=c\,p_s(1-h)-e\,h .
\end{equation}
In the steady state $e=cp_s(1-h)/h$, hence $cp_s+e=cp_s/h\equiv1/\tau$. A small change $\delta\psi$ gives $\delta p_s=-p_s\,q\,\delta\psi/kT$, and to first order
\begin{equation}
j\omega\,\delta h=c(1-h)\,\delta p_s-\frac{\delta h}{\tau}
\;\Rightarrow\;
\delta h=-\frac{h(1-h)}{1+j\omega\tau}\,\frac{q\,\delta\psi}{kT},
\end{equation}
where $\tau cp_s=h$ was used. For gate area $A$ the trap charge is $qAN_th$, up to a constant. The capacitance is minus its derivative with respect to $\psi$:
\begin{equation}
\frac{C_{it}}{1+j\omega\tau},\qquad C_{it}=\frac{q^2AN_t}{kT}\,h(1-h).
\end{equation}

This acts in parallel with the silicon depletion capacitance $C_D$, and the oxide capacitance $C_{ox}$ is in series with both. With $C_s=C_D+C_{it}/(1+j\omega\tau)$, $a=C_{ox}+C_D$ and $b=a+C_{it}$,
\begin{equation}
\frac{Y}{j\omega}=\frac{C_{ox}C_s}{C_{ox}+C_s}
=C_{ox}\,\frac{C_D+C_{it}+j\omega\tau C_D}{b+j\omega\tau a}
=C_\infty+\frac{\Delta C}{1+j\omega\tau'} .
\label{eq:pole}
\end{equation}
Dividing numerator and denominator by $b$ shows that $\tau'=\tau a/b$. The high-frequency limit is $C_\infty=C_{ox}C_D/a$. The step is the low-frequency limit minus this:
\begin{equation}
\Delta C=C_{ox}\,\frac{(C_D+C_{it})a-C_D(a+C_{it})}{ab}
=\frac{C_{ox}^2C_{it}}{ab},
\end{equation}
because the numerator is $C_{it}(a-C_D)=C_{it}C_{ox}$. Therefore $G/\omega=\Delta C\,\omega\tau'/(1+\omega^2\tau'^2)$, the same Debye curve as in Eq.~(\ref{eq:rc}).

\subsection*{Two devices with the same peak}

The trap-free device has $C=C_{ox}C_D/a$ in series with $R$. To give a trapped device without resistor the same $G/\omega$ at every frequency, with the same $C_{ox}$ and $C_D$, set $\Delta C=C$ and $\tau'=RC$. The first condition reads $C_{ox}C_{it}=C_Db=C_Da+C_DC_{it}$, so
\begin{equation}
C_{it}=\frac{C_D(C_{ox}+C_D)}{C_{ox}-C_D},\qquad
\tau=RC\,\frac ba=RC\,\frac{C_{ox}}{C_{ox}-C_D}.
\end{equation}
Both are positive if $C_{ox}>C_D$.

For numbers, take a 5 nm oxide, a gate of 0.01 cm$^2$, $10^{16}$ acceptors per cm$^3$, 300 K, $\psi=0.20$ V and a 1 k$\Omega$ resistor placed in the lead on purpose. The silicon capacitance follows from Poisson's equation with holes and acceptors. With $u=q\psi/kT$ and $L^2=\varepsilon_{Si}kT/(q^2N_A)$ it reads $u''=(1-e^{-u})/L^2$. Multiplying by $u'$ and integrating from the neutral bulk gives $u'^2=2(u+e^{-u}-1)/L^2$. The silicon charge under the gate has magnitude $\varepsilon_{Si}A(kT/q)|u'|$, with $u'$ taken at the surface, and the size of its derivative with respect to $\psi$ is
\begin{equation}
C_D=\frac{\varepsilon_{Si}A}{L}\,\frac{|1-e^{-u}|}{\sqrt{2(u+e^{-u}-1)}} .
\end{equation}
This yields $C_D=690$ pF, while $C_{ox}=6906$ pF. Thus $C=6906\times690/7596=627$ pF and $RC=0.627\ \mu$s. The trap-free device peaks at $1/(2\pi RC)=254$ kHz with height $C/2=314$ pF.

Its trapped twin needs $C_{it}=690\times7596/6216=843$ pF and $\tau=0.697\ \mu$s. For a level at the Fermi energy, $h=1/2$, this means $N_t=4kTC_{it}/(q^2A)=5.4\times10^{10}$ cm$^{-2}$. With a rough thermal velocity of $10^7$ cm/s the capture cross-section is $1.6\times10^{-14}$ cm$^2$. Neither value is absurd enough to dismiss the trap reading.

The capacitances do differ, by the constant $C_\infty$, which here equals $C$: at the peak, $C_m$ is 314 pF for the resistor device and 941 pF for the twin. But a stray capacitance $C_\infty$ across the trap-free circuit removes this difference. By Eq.~(\ref{eq:pole}), any single-level trap spectrum at one bias is reproduced, real and imaginary parts alike, by $C_\infty$ in parallel with a series pair $\Delta C$ and $\tau'/\Delta C$. In this example the stray would have to be 627 pF, so knowing that the strays are much smaller excludes that circuit.

\subsection*{Removing the oxide does not remove the error}

The usual analysis subtracts the oxide impedance. For the trap-free device this leaves
\begin{equation}
Z-\frac{1}{j\omega C_{ox}}=R+\frac{1}{j\omega C_D},
\end{equation}
again a series pair, so Eq.~(\ref{eq:rc}) applies with $C$ replaced by $C_D$. The corrected peak has height $C_D/2=345$ pF at 231 kHz.

To see what density this would be taken for, consider traps spread evenly in energy, with density $D$ per area and energy and constant $c$. Since $h(1-h)\,dE/kT=|dh|$ and $\tau=h/(cp_s)$, with $z=\omega/(cp_s)$ their capacitance is
\begin{equation}
Aq^2D\int_0^1\frac{dh}{1+jzh}=Aq^2D\,\frac{\ln(1+jz)}{jz}
=Aq^2D\left[\frac{\arctan z}{z}-j\,\frac{\ln(1+z^2)}{2z}\right].
\end{equation}
The loss $G_p/\omega$ is minus the imaginary part. Its numerical maximum is $0.402\,Aq^2D$ at $z=1.98$. With $D$ counted per eV, one factor $q$ is absorbed in the unit, and the resistor device is assigned
\begin{equation}
D=\frac{345\ \mathrm{pF}}{0.402\,q\,(0.01\ \mathrm{cm^2})}
=5.4\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}},
\end{equation}
although it has no traps at all.

The width gives a first warning. A Debye curve is at half height where $x/(1+x^2)=1/4$, that is $x=2\pm\sqrt3$, which spans 1.14 decades. The even continuum spans 1.46 decades. A corrected peak of Debye width therefore speaks against such a continuum as its main source, though not against a single level. It does not show that the continuum is absent, since a resistor peak can hide one. A broader peak is not proof of traps either: regions of one gate with different $RC$ products add Debye curves with different centres.

\subsection*{Measurements that separate the causes}

\textbf{Series resistance over frequency.} For the resistor device $\mathrm{Re}\,Z=R$ at all frequencies. For the trapped device the oxide adds only an imaginary part. With $K=C_D+C_{it}$,
\begin{equation}
\frac{1}{j\omega C_s}=\frac{1+j\omega\tau}{j\omega(K+j\omega\tau C_D)}
=\frac{K+\omega^2\tau^2C_D+j\omega\tau(K-C_D)}{j\omega\,(K^2+\omega^2\tau^2C_D^2)},
\end{equation}
and since $K-C_D=C_{it}$,
\begin{equation}
\mathrm{Re}\,Z=\frac{\tau C_{it}}{(C_D+C_{it})^2+(\omega\tau C_D)^2}.
\end{equation}
At 63, 254 and 1015 kHz the twin gives 246, 200 and 50 $\Omega$, against a flat 1000 $\Omega$. The sweep must reach the fall: below about 100 kHz the twin is nearly flat too, close to 250 $\Omega$. Strays must be removed first, since the circuit with the stray $C_\infty$ copies the falling curve.

\textbf{Accumulation.} At $\psi=-0.15$ V the silicon capacitance is large, so the series capacitance of the resistor device rises to about 5.7 nF, or 83\% of $C_{ox}$. Its raw peak grows to 2853 pF in this classical Boltzmann model (Fermi--Dirac statistics lower it by 0.5 to 0.8\%, quantum confinement by more, see below) and moves down to 28 kHz. The twin's peak drops below $10^{-4}$ pF: its level is full of holes, so $h(1-h)$ is tiny, and the large silicon capacitance shunts what remains.

\textbf{A small step in depletion.} Move $\psi$ from 0.20 to 0.25 V with temperature, $R$ and $c$ fixed, and compare oxide-corrected peaks. The resistor peak rises in frequency by a factor 1.13, as $1/C_D$ does. A continuum peak follows $p_s$ and falls to 0.145 of its frequency. A single level behaves differently: in $1/\tau=cp_s+e$ the emission rate is fixed by the trap energy, and the two terms were equal at the start. The frequency thus falls only to $(0.145+1)/2=0.57$, while the height falls to 0.44. An exponential shift is therefore expected of a continuum, not of every trap.

\textbf{Subtraction of $R$.} Traps and resistance may both be present. Put the 1 k$\Omega$ resistor in series with the twin, and the peak after oxide correction alone is 743 pF. In accumulation the trap part of $\mathrm{Re}\,Z$ is negligible, so $R$ can be read there. Subtracting it from $Z$ in depletion, before the oxide correction, restores 422 pF, which is $C_{it}/2$. In the trap-free device the same subtraction leaves no loss. This requires that $R$ be the same at both biases and accurately known: an error of 1\%, or 10 $\Omega$, leaves a false loss of about 30 pF at 1 MHz in the trap-free device.

\subsection*{How this compares with a real capacitor}

The layer thickness and doping are ordinary for a test capacitor, but 1 k$\Omega$ is far more than the wafer supplies. With a rough hole mobility of 400 cm$^2$/Vs, the spreading resistance under the gate is about 7 $\Omega$ for a very thick wafer, and less for a thin one with a full back contact. Alone, 7 $\Omega$ would put the raw peak in depletion near $254\ \mathrm{kHz}\times1000/6.9\approx37$ MHz. Below 1 MHz you would then see only a smoothly rising loss, as you assumed, though it reaches about 17 pF at 1 MHz. For this gate, doping and depletion bias, a raw peak from resistance below 1 MHz needs a total of more than about 250 $\Omega$, from a poor contact or another added resistance. At the accumulation bias used above, where the series capacitance is larger, about 30 $\Omega$ is enough. A real interface also keeps some traps: a rough $10^{10}$ cm$^{-2}$\,eV$^{-1}$ would have a peak of 6 pF, about 2\% of the false 345 pF. A signal of 10 mV amplitude across the silicon makes the differential capacitance $C_D$ swing by about 3\% either way within each cycle. In accumulation, quantum confinement keeps the holes away from the oxide. A setback of 1 nm would lower the total capacitance by 5\%; at this weak field an effective-mass estimate with a hole confinement mass near $0.3\,m_0$ puts the setback at about 1.7 nm and the loss, at the same charge, at about 9\%; masses from $0.16$ to $1.0\,m_0$ give 2.2 to 1.0 nm and 11 to 5\%. Tunnelling through the oxide is negligible here. Uneven surface potential, which the model leaves out, broadens and lowers the peak of an even continuum; the peak of a single level far from the Fermi energy can instead grow. For a Gaussian spread of $kT/q$ the continuum factor 0.402 drops to about 0.33, so using 0.402 would put the density of real traps about a fifth too low. The numerical output below lists most of the values.

So report a density only after $R$ has been measured and removed, and call the remaining peak a trap peak only if the response of its frequency and height to bias fits trap kinetics. For an even continuum the frequency shifts while the height, after oxide correction, stays constant; for a single level the height generally changes, while the frequency may hardly move.

\section*{Computed results}
\begin{verbatim}
Temperature: 300 K
Oxide thickness: 5 nm
Gate area: 0.01 cm2
Acceptor density: 1e+16 cm-3
Surface potential: 0.2 V
Series resistance R: 1000 ohm
Oxide capacitance: 6906 pF
Silicon depletion capacitance: 690 pF
Series capacitance C: 627.3 pF
RC time: 0.6273 us
Resistor device: raw G/omega peak height: 313.7 pF
Resistor device: raw peak frequency: 253.7 kHz
Resistor device: high-frequency limit of G: 1 mS
Resistor, oxide removed: peak height: 345 pF
Resistor, oxide removed: frequency: 230.7 kHz
False trap density: 5.35e+11 cm-2 eV-1
Twin: trap capacitance: 843.2 pF
Twin: trap time: 0.6969 us
Twin: trap density: 5.44e+10 cm-2
Twin: hole cross-section: 1.6e-14 cm2
Twin, oxide removed: peak height: 421.6 pF
Twin, oxide removed: frequency: 228.4 kHz
f kHz | G/omega R,trap pF | Cm R,trap pF | ReZ R,trap ohm
63.4 | 147.6, 147.6 | 590.4, 1217.7 | 1000.0, 246.2
253.7 | 313.7, 313.7 | 313.7, 941.0 | 1000.0, 200.0
1014.8 | 147.6, 147.6 | 36.9, 664.2 | 1000.0, 50.0
Continuum: omega/(c p_s) at peak: 1.98
Continuum: peak height / (q^2 D): 0.4024
Debye full width at half height: 1.144 decades
Continuum full width at half height: 1.457 decades
Second surface potential: 0.25 V
Frequency ratio, resistor (oxide removed): 1.134
Frequency ratio, trap continuum: 0.145
Frequency ratio, single level: 0.572
Height ratio, single level: 0.441
Accumulation surface potential: -0.15 V
Accumulation: resistor peak height: 2853 pF
Accumulation: resistor peak frequency: 27.89 kHz
Accumulation: twin peak height: 6.7e-05 pF
Traps and R: R read in accumulation: 1000 ohm
Traps and R: peak with R left in: 742.7 pF
Traps and R: peak with R removed: 421.6 pF
Neglected: wafer spreading resistance: 6.9 ohm
Neglected: dielectric relaxation: 1.6 ps
Neglected: surface electron/hole ratio: 5.2e-06
Oxide field: 0.07 MV/cm
Neglected: tunnel G/omega at 1 kHz: 2e-10 pF
Neglected: silicon C change for 10 mV: 3 %
Neglected: 0.5 pF resistor stray / C: 0.0008
Neglected: peak of 1e10 cm-2 eV-1 traps: 6.4 pF
Accumulation: surface holes / Nv: 0.11
Accumulation: C loss, 1 nm setback: 5.2 %
\end{verbatim}
